# Overlaps, phases and time-derivative couplings of Tamm-Dancoff pseudo-wavefunctions, part 1

(Sections cited here and not found follow in the second part.)

## Two states that cross within one step

Take two fixed orthonormal states \(\chi_1,\chi_2\) and \(H(t)=\begin{pmatrix}kt&V\\V&-kt\end{pmatrix}\) with \(k,V>0\), in Hartree atomic units. Write \(\Psi_1=\cos\theta\,\chi_1-\sin\theta\,\chi_2\) and \(\Psi_2=\sin\theta\,\chi_1+\cos\theta\,\chi_2\). Then \(\langle\Psi_1|H|\Psi_2\rangle=kt\sin2\theta+V\cos2\theta\), which vanishes for \(2\theta=\pi/2+\arctan(kt/V)\). With this angle \(\langle\Psi_1|H|\Psi_1\rangle=kt\cos2\theta-V\sin2\theta=-\sqrt{k^2t^2+V^2}\), so \(\Psi_1\) is the lower state. The time-derivative coupling \(T_{IJ}=\langle\Psi_I|\partial_t\Psi_J\rangle\) follows from \(\dot\Psi_2=\dot\theta(\cos\theta\,\chi_1-\sin\theta\,\chi_2)=\dot\theta\Psi_1\):
\[T_{12}=\dot\theta=\frac{kV}{2(k^2t^2+V^2)} .\]
This Lorentzian has half-width \(V/k\) and total area \(\pi/2\) for every \(V\). As \(V\to0\) it becomes a spike that a value sampled at one time misses.

The overlap between the ends of a step, \(O_{IJ}=\langle\Psi_I(t_0)|\Psi_J(t_1)\rangle\), contains the area. The addition theorems give \(O_{11}=O_{22}=\cos\Delta\theta\) and \(O_{12}=-O_{21}=\sin\Delta\theta\), so \(O=e^{\Delta\theta J}\) with \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\), because \(J^2=-1\) splits the series into cosine and sine. Hence \((\log O)_{12}=\Delta\theta=\int T_{12}\,dt\) for any step in this model, while the antisymmetrised difference \((O-O^T)_{12}/2\) of the Hammes-Schiffer–Tully scheme gives \(\sin\Delta\theta\).

For \(\Psi=\sum_Jc_J\Psi_J\) the Schrödinger equation projected on \(\Psi_I\) reads \(\dot c=-iEc-Tc\), with \(E\) diagonal. If \(E\) is dropped and \(T\) held constant over \(\Delta t=t_1-t_0\), then \(c(t_1)=e^{-T\Delta t}c(t_0)\). At a trivial crossing, \(V\to0\) with \(t_0<0<t_1\), the angle is \(\pi/2\). The logarithm gives \(T_{12}=\pi/(2\Delta t)\) and moves all population to the other energy-ordered label, as it must, since the system stays in its \(\chi\). The difference gives \(1/\Delta t\) and moves \(\sin^21\approx0.708\), whatever \(\Delta t\) is. The diagonal of \(O\) is zero, so it cannot fix the arbitrary signs that an eigensolver returns.

A molecular code therefore needs \(O\), a rule for signs and labels, and a logarithm.

## Pseudo-wavefunctions

The reference is a closed-shell Kohn-Sham determinant \(\Phi_0\) of real orbitals, with \(n_o\) occupied (\(i,j\)) and \(n_v\) virtual (\(a,b\)). The Tamm-Dancoff approximation (TDA) solves \(AX^I=\omega_IX^I\) with \(A\) real symmetric and \(\sum_{ia}X^I_{ia}X^J_{ia}=\delta_{IJ}\). Define \(\Psi_0=\Phi_0\) and
\[\Psi_I=\frac1{\sqrt2}\sum_{ia}X^I_{ia}\left(\Phi_{i\alpha}^{a\alpha}\pm\Phi_{i\beta}^{a\beta}\right),\]
with \(+\) for singlets and \(-\) for \(M=0\) triplets. Spin orbitals are listed as all \(\alpha\), then all \(\beta\), and orbital \(a\) takes the slot of \(i\). The \(\Psi_I\) are orthonormal at one geometry. They are auxiliary objects built from Kohn-Sham orbitals: the couplings derived from them define a model and are not those of the interacting states.

## Overlaps from determinants

Primes mark the second geometry. The orbital overlap is \(s=C^TS(R,R')C'\), with \(S_{\mu\nu}(R,R')=\langle\mu(R)|\nu(R')\rangle\). It is not orthogonal, because the basis functions move.

For two \(n\)-electron determinants \(\Phi=\sqrt{n!}\,\mathcal A\prod_k\phi_k\), with \(\mathcal A=\frac1{n!}\sum_\pi\mathrm{sgn}(\pi)\,\pi\) Hermitian and idempotent,
\[\langle\Phi|\Phi'\rangle=n!\,\langle\textstyle\prod\phi_k|\mathcal A\prod\phi'_k\rangle=\sum_\pi \mathrm{sgn}(\pi)\prod_k\langle\phi_k|\phi'_{\pi(k)}\rangle ,\]
which is the determinant of the spin-orbital overlap matrix. Opposite spins are orthogonal, so in the ordering above the matrix is block diagonal and the determinant is a product of an \(\alpha\) and a \(\beta\) factor with no extra sign.

Let \(\mathbf a=s_{oo}\), \(d=\det\mathbf a\neq0\), let \(r\) be row \(a\) of \(s_{vo}\), \(c\) column \(b\) of \(s_{ov}\), and \(e_i\) unit columns. In one spin block replace the bra orbital \(\phi_i\) by \(\phi_i+\lambda\phi_a\) and the ket orbital \(\phi'_j\) by \(\phi'_j+\mu\phi'_b\). The block becomes
\[M=\mathbf a+\lambda\,e_ir+\mu\,c\,e_j^T+\lambda\mu\,s_{ab}\,e_ie_j^T .\]
A determinant is linear in row \(i\) and in column \(j\), so
\[\det M=d+\lambda D(ia|0)+\mu D(0|jb)+\lambda\mu D(ia|jb),\]
where the \(D\) are the block determinants with the bra, the ket or both excited. Jacobi's formula \(\partial\det M=\det M\,\mathrm{tr}(M^{-1}\partial M)\) at \(\lambda=\mu=0\), with the cyclic property of the trace, gives
\[D(ia|0)=d\,r\,\mathbf a^{-1}e_i=d\,P_{ai},\qquad D(0|jb)=d\,e_j^T\mathbf a^{-1}c=d\,Q_{jb},\]
with \(P=s_{vo}\mathbf a^{-1}\) and \(Q=\mathbf a^{-1}s_{ov}\). Differentiating \(\det M\,\mathrm{tr}(M^{-1}\partial_\lambda M)\) with respect to \(\mu\) acts on three factors, with \(\partial M^{-1}=-M^{-1}\partial M\,M^{-1}\) for the second:
\[\frac{D(ia|jb)}{d}=Q_{jb}P_{ai}-\mathrm{tr}(\mathbf a^{-1}c\,e_j^T\mathbf a^{-1}e_i\,r)+s_{ab}\,\mathrm{tr}(\mathbf a^{-1}e_ie_j^T).\]
The scalar \(e_j^T\mathbf a^{-1}e_i=(\mathbf a^{-1})_{ji}\) is the last trace and also factors out of the middle one, leaving \(r\,\mathbf a^{-1}c\). With \(W=s_{vv}-s_{vo}\mathbf a^{-1}s_{ov}\),
\[D(ia|jb)=d\left[(\mathbf a^{-1})_{ji}W_{ab}+P_{ai}Q_{jb}\right].\]

The overlap of two excited states has four spin terms with prefactor \(\frac12\). In the \(\alpha\alpha\) and \(\beta\beta\) terms one block carries both excitations and the other none, giving \(D(ia|jb)\,d\) with sign \((\pm1)^2=+1\). In the \(\alpha\beta\) and \(\beta\alpha\) terms each block carries one, giving \(\pm D(ia|0)D(0|jb)\). With \(u_I=\sum X^I_{ia}P_{ai}\), \(v_J=\sum X'^J_{jb}Q_{jb}\) and \(K_{IJ}=\sum X^I_{ia}(\mathbf a^{-1})_{ji}W_{ab}X'^J_{jb}\), the sum is \(d^2[K_{IJ}+u_Iv_J\pm u_Iv_J]\). With the ground state on one side there are two terms \(d\cdot D/\sqrt2\), which add for singlets and cancel for triplets. For singlets
\[O_{00}=d^2,\quad O_{I0}=\sqrt2\,d^2u_I,\quad O_{0J}=\sqrt2\,d^2v_J,\quad O_{IJ}=d^2\left(K_{IJ}+2u_Iv_J\right),\tag{1}\]
and for triplets \(O_{IJ}=d^2K_{IJ}\). At \(R'=R\), \(s=1\), so \(P=Q=0\), \(W=1\) and \(O=1\).

As a matrix product, \(K_{IJ}=\mathrm{tr}(X^{I\,T}\mathbf a^{-T}X'^JW^T)\). This form shows that orbital phases need no fixing. Rotate the ket orbitals by orthogonal \(G_o\) and \(G_v\), which includes sign changes and reordering within each block. Then \(X'\to G_o^TX'G_v\), \(\mathbf a\to\mathbf aG_o\), \(\mathbf a^{-T}\to\mathbf a^{-T}G_o\), \(P\to P\), \(Q\to G_o^TQG_v\) and \(W\to WG_v\). The rotations cancel in \(\mathbf a^{-T}X'W^T\) and in \(v=\mathrm{tr}(X'^TQ)\), and \(d^2\) gains \((\det G_o)^2=1\). The bra works alike. What remains arbitrary is the sign of each eigenvector \(X^I\), and its mixing with degenerate partners.

## The coupling contained in the overlap

Choose orbitals and amplitudes smooth in time, with the bra at \(t\) and the ket at \(t+\epsilon\). Then \(s=1+\epsilon\tau+O(\epsilon^2)\) with
\[\tau_{pq}=\langle p|\dot q\rangle=(C^TS\dot C+C^TBC)_{pq},\qquad B_{\mu\nu}=\langle\mu|\dot\nu\rangle=-\mathbf v_\nu\cdot\langle\mu|\nabla\nu\rangle ,\]
where \(\mathbf v_\nu\) is the velocity of the centre of \(\nu\) and the minus sign arises because \(\nu\) depends on \(\mathbf r-\mathbf R\). Differentiating \(\langle p|q\rangle=\delta_{pq}\) shows \(\tau^T=-\tau\), so \(d=1+\epsilon\,\mathrm{tr}\,\tau_{oo}=1\) to first order. Further \((\mathbf a^{-1})_{ji}=\delta_{ij}-\epsilon\tau_{ji}\), \(W_{ab}=\delta_{ab}+\epsilon\tau_{ab}\), \(Q_{jb}=\epsilon\tau_{jb}\), and \(u_Iv_J\) is of second order. With \(X'=X+\epsilon\dot X\), the terms linear in \(\epsilon\) in (1) are \(T\). For \(I\ne J\) and \(\omega_I\neq\omega_J\), differentiate \(AX^J=\omega_JX^J\) and project on \(X^I\): \(X^I\dot AX^J+\omega_IX^I\!\cdot\!\dot X^J=\omega_JX^I\!\cdot\!\dot X^J\). Thus
\[T_{0J}=\sqrt2\sum X^J_{ia}\tau_{ia},\qquad T_{IJ}=\frac{X^I\dot AX^J}{\omega_J-\omega_I}+\sum X^I_{ia}\tau_{ab}X^J_{ib}-\sum X^I_{ia}\tau_{ji}X^J_{ja}.\tag{2}\]
Here \(\dot A\) and \(\tau\) belong to the same orbital gauge. The sum is gauge invariant because \(O\) is; the split into an amplitude part and an orbital part depends on the gauge.

For a rigid translation \(\dot C=0\), \(\dot A=0\) and \(\tau_{pq}=-\mathbf v\cdot\langle p|\nabla q\rangle\), which is not zero in general. A uniformly moving molecule therefore shows couplings in this model, which has no electron translation factors.

## Orthogonalisation and logarithm

With \(N\) states, ground state included, \(O\) projects one orthonormal set on another, so its singular values obey \(\sigma\le1\). A value below one means that a combination of states at \(R'\) lies partly outside the span at \(R\), through omitted states, higher excitations or the moved basis. From \(O=Y\Sigma Z^T\) take the polar factor
\[U=YZ^T=O(O^TO)^{-1/2},\]
which is unique when \(O\) is invertible.

Let the step run from \(t-h\) to \(t+h\), \(\Delta t=2h\), with smooth states. Expanding both sides, \(O_{IJ}(h)=\delta_{IJ}+h\langle I|\dot J\rangle-h\langle\dot I|J\rangle+O(h^2)=\delta_{IJ}+2hT_{IJ}+O(h^2)\), since \(\langle\dot I|J\rangle=T_{JI}=-T_{IJ}\). Then \(O^TO=1+O(h^2)\), so \(U=1+2hT+O(h^2)\). Reversing the step gives \(O(-h)=O(h)^T=Z\Sigma Y^T\), hence \(U(-h)=U(h)^T=U(h)^{-1}\) and \(L(h)=\log U(h)\) is odd in \(h\). The \(h^2\) term is absent:
\[\frac{\log U}{\Delta t}=T(t)+O(\Delta t^2).\tag{3}\]
The matrix \((O-O^T)/2\) is also odd in \(h\) with the same leading term, so the difference formula is of second order too. The two part at third order: write \(O=e^L(1-\eta)\) with \(\eta=1-(O^TO)^{1/2}\) symmetric and of order \(h^2\). The antisymmetric part is \(L+L^3/6-\frac12(L\eta+\eta L)+\dots\), where \(L^3/6\) starts the sine of the two-state case and in the last term the diagonal of \(\eta\), which is non-negative because \(\sigma\le1\), multiplies \(L_{IJ}\) by \(1-\frac12(\eta_{II}+\eta_{JJ})\), while its off-diagonal elements, of the same order, add terms of either sign.

In general \(L\) is not \(\int T\,dt\). For more than two states the matrices \(T(t)\) at different times need not commute. For two states the equality found in the model rests on the pair spanning a fixed space; when the states leak into omitted ones, (3) guarantees agreement only up to terms of order \(\Delta t^3\). What holds is \(e^{-L}=U^T\): without energies, the constant coupling \(L/\Delta t\) reproduces the orthogonalised projection \(c_J(t_1)=\sum_IU_{IJ}c_I(t_0)\).

A real logarithm needs \(\det U=+1\), because \(\det e^L=e^{\mathrm{tr}L}>0\). The eigenvalues of a real orthogonal matrix are \(\pm1\) or conjugate pairs \(e^{\pm i\theta}\) of product one, so \(\det U=-1\) implies an odd number of eigenvalues \(-1\). Since \(U\) is normal, its complex Schur form \(U=z\,\mathrm{diag}(e^{i\theta_k})z^\dagger\) is diagonal with unitary \(z\). Then \(L=z\,\mathrm{diag}(i\theta_k)z^\dagger\) and \(\|L\|_F^2=\sum_k\theta_k^2\).

## Signs and labels

Changing the sign or order of the ket states multiplies \(O\) from the right by a signed permutation \(\Pi\), and \(U\to U\Pi\) as well, since \(Z^T\to Z^T\Pi\). There are two consistent choices.

Tracked labels. Find the permutation \(\pi\) that maximises \(\sum_IU_{I,\pi(I)}^2\) with the Hungarian algorithm, and multiply column \(\pi(I)\) by \(\mathrm{sgn}\,U_{I,\pi(I)}\). If each row has an entry with \(U^2>\frac12\), the result is unique. Two such entries cannot share a column, whose squares sum to one, so they form a permutation; every other entry of a row has \(U^2<\frac12\), so any other permutation has a smaller sum.

Energy-ordered labels. Keep the order and choose, among sign sets with \(\det=+1\), the one of least \(\sum\theta_k^2\), the smallest rotation compatible with the end points.

Suppose state \(x\) crosses state \(y\), and \(x\) is the single member of its symmetry species in the set, under a symmetry kept along the step. Overlaps between species vanish, so \(O\) and \(U\) in tracked order are block diagonal, the block of \(x\) is the number \(+1\), and \(T_{xy}=0\). In energy order let \(x\) be label \(p\) at the start and \(q\) at the end, and \(y\) the reverse. Then \(O_{pp}=O_{qq}=0\), and row \(p\) has one nonzero entry, in column \(q\). Let \(F_p\) flip the sign of index \(p\). The similarity \(F_pUF_p\) flips column \(p\) and row \(p\), and flipping row \(p\) equals flipping column \(q\). The sign set with columns \(p\) and \(q\) both reversed thus has the same eigenvalues and the logarithm \(F_pLF_p\), in which \(L_{pq}\) has the opposite sign. The minimum is a tie and the sign of the coupling is a gauge. If \(y\) mixes by a small angle \(\varepsilon\) with one third state \(w\), conjugation with \(F_w\) sends \(\varepsilon\to-\varepsilon\) and leaves \(L_{pq}\) unchanged, so \(|L_{pq}|=\pi/2+O(\varepsilon^2)\).

We now have the overlap matrix of the TDA pseudo-wavefunctions, the coupling it contains, a second-order midpoint estimate from the logarithm of its polar factor, and two consistent rules for signs and labels. What remains is to assemble these into an algorithm, test it on water and on the two-state model, and examine where it fails.
